# Does aqueous pKa rank acid catalysts inside a resist film?

## Question

I am comparing two photogenerated acids for a chemically amplified resist whose ester groups are cleaved by acid during the bake. Acid S has a small anion and an aqueous pKa of about −14. Acid L has a bulky anion and a pKa of about −13. I expected S, the stronger acid, to be the better catalyst at equal concentration, by about a factor of ten. Is that sound? If not, what replaces the pKa, and can the order really reverse?

## Answer

The inference is not sound. The pKa measures proton release into water, whereas the catalytic step needs a proton on an ester group of the polymer, with the anion usually still beside it. The aqueous value enters the answer, but so do the transfer of the ions from water to film, their pairing, and competition from other basic sites. Depending on these, the aqueous order can survive, reverse or nearly disappear.

I assume that both acids cleave a protonated ester at the same rate. The catalytic rate at given acid concentration $c$ is then proportional to $\theta$, the fraction of the acid that protonates ester sites. Acid diffusion is left out.

### From water to the film

Let S′ denote a basic site on the polymer. The relevant reaction is

$$\mathrm{HA+S'\rightleftharpoons S'H^+ + A^-}.$$

It is the dissociation of HA minus the dissociation of S′H⁺. Each dissociation has standard free energy $k_BT_0\ln10$ times its pKa, with $T_0=298.15$ K, so in water

$$\Delta G_w=k_BT_0\ln10\,[\mathrm{p}K_a(\mathrm{HA})-\mathrm{p}K_a(\mathrm{S'H^+})].$$

The free proton has cancelled. Now move the reactants from film to water, react them there, and move the products back. If $\tau$ is a transfer free energy from water to film,

$$\Delta G_f=\Delta G_w+\tau(\mathrm{S'H^+})+\tau(\mathrm{A^-})-\tau(\mathrm{HA})-\tau(\mathrm{S'}).$$

This is a thermodynamic identity. The model enters through $\tau$.

**Ions.** Treat an ion as a sphere of radius $R$ with a central unit charge in a medium of relative permittivity $\varepsilon$. Outside it the field is $E=e/(4\pi\varepsilon_0\varepsilon r^2)$. With $k=e^2/(4\pi\varepsilon_0)=1.440$ eV nm, the field energy there is

$$\int_R^\infty \tfrac12\varepsilon_0\varepsilon E^2\,4\pi r^2dr=\frac{k}{2\varepsilon}\int_R^\infty\frac{dr}{r^2}=\frac{k}{2\varepsilon R}.$$

The energy inside the sphere is the same in both media and drops out of the difference:

$$\tau_{\rm ion}=\frac{k}{2R}\left(\frac1\varepsilon-\frac1{\varepsilon_w}\right).$$

This is positive for a film less polar than water, and larger for a smaller ion.

**Neutral molecules.** Put a point dipole $e\mu$ in an empty cavity of radius $R$. Up to a common factor, the potential is $(\mu/r^2+gr)\cos\vartheta$ inside and $(d/r^2)\cos\vartheta$ outside. Continuity of the potential gives $d=\mu+gR^3$. Continuity of the normal displacement gives

$$-2\mu+gR^3=-2\varepsilon d=-2\varepsilon\mu-2\varepsilon gR^3,$$

$$g=-\frac{2(\varepsilon-1)}{2\varepsilon+1}\frac{\mu}{R^3}.$$

The reaction field on the dipole is proportional to $-g$. Half of the interaction energy is spent on polarizing the medium, so the solvation energy is

$$G_{\rm dip}=\tfrac12k\mu g=-\frac{k\mu^2}{R^3}\frac{\varepsilon-1}{2\varepsilon+1},$$

and $\tau_{\rm neutral}=G_{\rm dip}(\varepsilon)-G_{\rm dip}(\varepsilon_w)$.

### Numbers for the two acids

I use round model parameters; they do not describe named acids.

- The film has $\varepsilon=4$; water has $\varepsilon_w=78.4$.
- The anion radii are 0.25 nm for S and 0.45 nm for L.
- The protonated ester has radius 0.30 nm and pKa −6.
- Each neutral species has a dipole of 2 D and the radius of its ion.

One pKa unit is worth 0.05916 eV at $T_0$. The water terms are therefore $-8\times0.05916=-0.473$ eV for S and $-7\times0.05916=-0.414$ eV for L. The ester contributes $0.5694-0.0145$ eV to both reactions. In eV,

$$\Delta G_f^S=-0.4733+0.6832+0.5694-0.0251-0.0145=0.740,$$

$$\Delta G_f^L=-0.4141+0.3796+0.5694-0.0043-0.0145=0.516.$$

S starts with an advantage of 0.059 eV, but its anion pays 0.304 eV more on leaving water. The neutral terms return 0.021 eV to S. The net advantage of L is 0.224 eV.

The bake is at 373.15 K, where $k_BT=0.03216$ eV and a factor of ten corresponds to $k_BT\ln10=0.0740$ eV. I carry $\Delta G_f$ to this temperature unchanged, which neglects the reaction entropy and any change of permittivity. The equilibrium constant for separated ions then favours L by $0.224/0.0740=3.0$ decades.

### Ion pairing takes part of this back

At $\varepsilon=4$ the separated ions attract strongly. Fix S′H⁺ and place one A⁻ in a volume $V$. Relative to a uniform distribution, its weight at distance $r$ is $e^{l/r}$, where

$$l=\frac{k}{\varepsilon k_BT}=11.2\ \mathrm{nm}.$$

The ratio of paired to free weight is the integral of $e^{l/r}$ over the pair region divided by $V$. The association constant is thus

$$K_A=4\pi\int_a^{l/2}r^2e^{l/r}dr,\qquad a=R_A+R_{S'}.$$

The upper limit is where $r^2e^{l/r}$ has its minimum: its derivative is $(2r-l)e^{l/r}$. The definition requires $a<l/2$. Substituting $u=l/r$ gives $r^2dr=-l^3u^{-4}du$, and with $b=l/a$,

$$K_A=4\pi l^3\int_2^b\frac{e^u}{u^4}du.$$

For $n>1$, integration by parts gives

$$\int\frac{e^u}{u^n}du=-\frac{e^u}{(n-1)u^{n-1}}+\frac1{n-1}\int\frac{e^u}{u^{n-1}}du.$$

Using it for $n=4,3,2$, and $\int e^u u^{-1}du=\mathrm{Ei}(u)$, we find

$$K_A=4\pi l^3\left[\frac{\mathrm{Ei}(u)}6-e^u\left(\frac1{3u^3}+\frac1{6u^2}+\frac1{6u}\right)\right]_2^b.$$

In nm³ this is a volume per particle; multiplying by $N_A\times10^{-24}$ converts it to L/mol.

The contact energies $-k/(\varepsilon a)$ are −0.655 eV for S and −0.480 eV for L. The resulting $K_A$ values are $5.4\times10^7$ and $9.4\times10^5$ L/mol. The small anion was penalized in the transfer, and it now recovers part of that penalty by sitting closer to the cation.

For the complete reaction $\mathrm{HA+S'\rightleftharpoons(S'H^+A^-)}$,

$$K=K_A\,e^{-\Delta G_f/k_BT}.$$

For the ester sites,

$$K_E^S=5.43\times10^7\,e^{-0.7397/0.03216}\approx0.0055\ \mathrm{L/mol},$$

$$K_E^L=9.38\times10^5\,e^{-0.5160/0.03216}\approx0.10\ \mathrm{L/mol}.$$

L leads by 1.26 decades, not 3.0, because pairing has returned 1.76 decades to S. The order is nevertheless opposite to the aqueous one.

### From constants to catalysis

Let $x$ be the concentration of intact HA, and let $n_E,n_B$ be the concentrations of unoccupied ester sites and of other, more basic sites, which I call traps. Neglecting separated ions, the acid balance is

$$c=x+K_En_Ex+K_Bn_Bx.$$

The ester pairs have concentration $K_En_Ex$. Dividing by $c$ cancels $x$:

$$\theta=\frac{K_En_E}{1+K_En_E+K_Bn_B}.$$

Take $c=0.05$ mol/L and 3 mol/L of ester sites, so that $n_E\approx3$ mol/L. Without traps,

$$\theta_S\approx\frac{0.0166}{1.0166}=0.016,\qquad \theta_L\approx\frac{0.302}{1.302}=0.23.$$

Full mass balances, including separated ions and occupied sites, give a ratio $\theta_L/\theta_S=14.2$. It is smaller than $K_E^L/K_E^S\approx18$ because L has begun to saturate: a noticeable part of it is already on ester sites.

Were separated ions safe to neglect? If the pairs have concentration $p$ and the free ions $y$ each, then $y^2=p/K_A$. For L, $p\approx0.0116$ mol/L gives $y\approx1.1\times10^{-4}$ mol/L, about 1% of the pairs.

For much weaker acids the conclusion changes. Since $y/p=1/\sqrt{K_Ap}$, free ions dominate once $p<1/K_A$. Then $y\approx\sqrt{e^{-\Delta G_f/k_BT}n_Ex}$, so a difference in the free-ion constant enters the protonated fraction with half its number of decades.

### When does the order reverse?

For a common type of site, the comparison is

$$\ln\frac{K^L}{K^S}=\ln\frac{K_A^L}{K_A^S}+\frac{\Delta G_f^S-\Delta G_f^L}{k_BT}.$$

If the two acids had equal radii and dipoles, every transfer and pairing term would cancel. The aqueous order would survive, with one pKa unit giving $0.05916/0.0740=0.80$ decade at the bake temperature. Aqueous pKa is therefore a better guide within a family of closely similar anions than across families.

For S and L, with everything except the film permittivity held fixed, the decimal logarithm of $K_E^L/K_E^S$ varies as follows:

| $\varepsilon$ | $\log_{10}(K_E^L/K_E^S)$ |
|---:|---:|
| 3 | 1.81 |
| 4 | 1.26 |
| 7 | 0.64 |
| 10 | 0.29 |
| 20 | −0.45 |

The sign changes near $\varepsilon=13$; for separated ions it changes near 16. The first value depends on where the pair region is taken to end: counting only pairs within 0.1 nm of contact lowers it to about 10. At $\varepsilon=4$ the same choice lowers the lead of L only from 1.26 to 1.14 decades. A more polar film thus brings back the aqueous order of the constants, but not a useful difference in catalysis: without traps, both acids are already more than 99% on ester sites at $\varepsilon=7$, so their $\theta$ values are nearly equal.

### Basic sites in the polymer can level the acids

Now add 0.50 mol/L of trap sites whose protonated form has pKa 0, with the same radius and dipole as the ester. Their constants are $K_B^S=345$ and $K_B^L=6270$ L/mol. Nearly every acid molecule occupies a trap, so $n_B\approx0.50-0.05=0.45$ mol/L. Then

$$\theta_S\approx\frac{0.0166}{1.02+345\times0.45}\approx1.06\times10^{-4},$$

$$\theta_L\approx\frac{0.302}{1.30+6270\times0.45}\approx1.07\times10^{-4}.$$

The 14-fold difference has gone. When the trap term dominates,

$$\theta\to\frac{K_E}{K_B}\frac{n_E}{n_B}.$$

Both constants contain the same acid pKa and the same transfer energies of HA and A⁻, which cancel. Ester and trap here also have equal radii and dipoles, so the transfer energies of the sites and $K_A$ cancel too, leaving only the difference of the site pKa values:

$$\frac{K_E}{K_B}=\exp\left[-\frac{6\times0.05916}{0.03216}\right]\approx1.6\times10^{-5}$$

for either acid. The traps play the part that water plays for strong acids: the proton is passed to the solvent or site, and the strength of the original acid no longer shows.

The same acids have become much poorer catalysts in the second polymer. Relative to the trap-free film, $\theta$ falls by a factor of about 155 for S and 2180 for L. Neither aqueous pKa has changed.

Levelling need not be complete. If the trap radius is 0.40 nm instead of 0.30 nm, the full balances give $\theta_L/\theta_S=0.29$, so S is now ahead. The transfer energies of the sites are common to both acids and cancel from this ratio; the pairing constants do not. Moving from ester to trap lengthens the contact distance by 0.10 nm. That costs $\frac{k}{\varepsilon}(1/0.55-1/0.65)=0.101$ eV for S but $\frac{k}{\varepsilon}(1/0.75-1/0.85)=0.056$ eV for L. The small anion thus favours the ester over the trap more strongly. The order agrees with the aqueous one, but the acid pKa has cancelled and is not the cause.

Scarce traps act differently. With 0.02 mol/L of the original traps, they can hold at most 40% of the acid. If they fill, the remaining 60% behaves roughly as in the trap-free film:

$$\theta\approx\left(1-\frac{0.02}{0.05}\right)\theta_{\text{no trap}}.$$

This gives 0.0098 for S and 0.139 for L; the full balances give 0.0104 and 0.140. The estimate is about 5% low for S because S does not quite fill the traps. L still leads, by a factor of 13.5. Traps that hold nearly all the acid remove the influence of its pKa, and level the two acids if the pairing constants also cancel. A shortage of traps mainly removes some acid.

### How far can this be trusted for a real resist?

A polymer permittivity of a few units, a bake near 100 °C and acid at some hundredths of a mole per litre are reasonable rough values for a chemically amplified ester resist. The abundant-trap case is deliberately extreme: its basic sites outnumber the acid ten to one. The pKa values of very strong acids and of protonated esters are themselves uncertain, and the 23% of acid L found on ester sites inherits that uncertainty. So does the 14-fold lead in $\theta$: with an ester pKa of −4 instead of −6, both acids protonate much more ester and the lead falls to 2.3.

The reversal in the trap-free film rests on a free-energy margin of $1.26\times0.0740=0.093$ eV. Several omitted effects should be set against it:

- **Specific solvation.** Hydrogen bonds from polymer OH groups could stabilize the small anion beyond the continuum estimate. If an extra 0.093 eV for S relative to L persisted in the ion pair, it would make their $K_E$ values equal; more would restore the aqueous order. Any part lost on pairing does not count. This is the assumption I would distrust first in a phenolic resist.
- **Position of the charge.** A central charge in a large sphere describes an anion whose charge is spread over its volume. In many bulky photoacid anions, such as long-chain or cage sulfonates, the charge stays on the sulfonate head near the surface. Moving the charge of L 0.20 nm off centre, so that it lies 0.25 nm below the surface, raises its transfer energy from 0.380 to 0.505 eV and its $K_A$ from $9.4\times10^5$ to $6.9\times10^6$ L/mol. The lead of L in $K_E$ falls from 1.26 to 0.43 decade. Bulk alone therefore does not give the full reversal; what counts is how far the charge is kept from the surroundings.
- **Dipole of the neutral acids.** The neutral transfer term grows as $\mu^2$ and favours S. If both acids have 4 D instead of 2 D, the lead of L is 0.42 decade, and it vanishes near 4.7 D. With 4 D and the off-centre charge together, S is ahead by 0.42 decade.
- **Entropy.** If the reaction entropies of the two acids differ by a rough 50 J/(mol K), heating by 75 K shifts the comparison by 0.039 eV, in either direction.
- **Cavity polarization.** The pair energy above ignores the holes that the ions make in the dielectric. A multipole calculation for two touching cavities raises the contact energy by 0.035 eV for S and 0.033 eV for L. The effects nearly cancel at contact, where their difference is worth 0.03 decade in favour of L. The correction fades as the ions separate, at a different rate for each pair; including this in the integral for $K_A$ still changes the lead of L by less than 0.1 decade.
- **Polarity of the pairs.** Freely rotating pairs of moment $ea$ and number density $n$ would raise the permittivity by $4\pi kna^2/(3k_BT)$, if local-field corrections are ignored. This is 0.7 for L at its trap-free $\theta$, and 3.2 if all L were paired. The first value is not stable, because a higher permittivity raises $\theta$, which raises the permittivity again. Solved consistently, this estimate takes L to $\varepsilon\approx7.0$ and nearly complete ester protonation, while a film with S stays near $\varepsilon=4.0$ with $\theta\approx0.02$. L remains ahead, but the result for S is delicate. If the film had $\varepsilon=4.1$ instead of 4.0 before any pairs formed, there would also be solutions with more than half of S on ester sites, and L would then lead by less than a factor of two. The 23% found for L and the 14-fold lead therefore apply only if the pairs cannot rotate freely.
- **Aggregation.** Two L pairs brought together as a square of alternating charges gain 0.28 eV, nearly nine times $k_BT$. Sites anchored to chains may be unable to meet in this way, but where they can, the mass balance needs aggregates as well. I have not estimated their effect on the ranking.

During a real bake the esters are also converted into more polar groups, so neither the permittivity nor the site concentrations stay fixed. The calculation therefore shows that reversal is possible in this model and that about a tenth of an electronvolt can decide it. It does not predict the order of two particular commercial acids.

For your choice, compare deprotection rates in the same polymer, at the same acid concentration and bake temperature. Such a rate also contains diffusion and any difference in the cleavage step, so it ranks catalytic performance and not proton transfer alone. An indicator dye in the film is closer to an acidity measurement, but the dye is itself a basic site with its own contact distance to the anion. As the wide-trap case shows, its ranking need not be that of the ester.

The numerical output below gives the individual energies, constants and fractions.

## Numbers as computed

```
Bake 373.15 K; kT 0.03216 eV; pKa unit 0.05916 eV
Permittivity: water 78.4, film 4.0
Acid 0.05, ester sites 3.0 mol/L
Traps: abundant 0.50, scarce 0.02 mol/L
Every neutral dipole 2.0 D
Site pKa(SH+): ester -6.0, trap 0.0
Site radii: ester/trap 0.30, wide trap 0.40 nm
Coulomb constant 1.43996 eV nm; l 11.195 nm
Ester: ion transfer 0.5694 eV, neutral 0.0145 eV
S: aqueous pKa -14.0, anion radius 0.25 nm
S: ion transfer 0.6832 eV, neutral 0.0251 eV
S: water exchange -0.4733 eV, film 0.7397 eV
S: contact energy -0.6545 eV
S: K_A 5.427e+07 L/mol
S: K_E 5.547e-03, K_B 3.452e+02 L/mol
S: theta no traps 1.6441e-02 (simple law 1.6369e-02)
S: theta abundant traps 1.0634e-04 (simple law 1.0642e-04)
S: theta scarce traps 1.0386e-02
S: loss factor by abundant traps 154.6
S: free anions/acid without traps 7.77e-05
S: cavity correction at contact 0.0354 eV
L: aqueous pKa -13.0, anion radius 0.45 nm
L: ion transfer 0.3796 eV, neutral 0.0043 eV
L: water exchange -0.4141 eV, film 0.5160 eV
L: contact energy -0.4800 eV
L: K_A 9.382e+05 L/mol
L: K_E 1.007e-01, K_B 6.269e+03 L/mol
L: theta no traps 2.3306e-01 (simple law 2.3205e-01)
L: theta abundant traps 1.0706e-04 (simple law 1.0707e-04)
L: theta scarce traps 1.4029e-01
L: loss factor by abundant traps 2176.9
L: free anions/acid without traps 2.22e-03
L: cavity correction at contact 0.0329 eV
log10 L/S from aqueous pKa -1.00
log10 L/S in film: free ions 3.021, pairs 1.259
theta L/S: no traps 14.18, scarce 13.51
theta L/S: abundant traps 1.007, wide traps 0.290
Wide-trap limiting L/S 0.291
Order changes at permittivity: free 15.95, pairs 13.09
Permittivity 3: log10 pair ratio L/S 1.806
Permittivity 7: log10 pair ratio L/S 0.640
Permittivity 10: log10 pair ratio L/S 0.289
Permittivity 20: log10 pair ratio L/S -0.448
Extra S stabilization restoring order 0.0932 eV
Rough entropy difference 50 J/(mol K): shift 0.0389 eV
Cavity correction to log10 L/S 0.033
Permittivity rise, all L paired and rotating 3.18
Permittivity rise, L at its no-trap theta 0.74
L pairs at mean spacing 3.21 nm: attraction 0.0122 eV
Two L pairs joined in a square -0.2812 eV
```
